# A failing check and its repair

Subject: The Two-Dimensional Hydrogen Problem and Excitons in a Plane.

```python
"""Two-dimensional hydrogen and the model Wannier exciton.

Result under test: H = -(1/2) Laplacian - 1/r in the plane has bound energies
E_n = -1/(2 (n-1/2)^2), n = 1, 2, ..., with 2n-1 orbital states per level.
For reduced mass mu and dielectric constant eps, energies scale by mu/eps^2
and lengths by eps/mu. Atomic units are used unless a name says eV or angstrom.
m: angular momentum; R: radial function; kappa = sqrt(-2E); lam = 1/kappa.
States must have finite norm and finite kinetic energy.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gamma, struve, y0

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def energy_formula(n):
    return -0.5 / (n - 0.5) ** 2


# Quadrature in the scaled radius x = t^2, dense near the origin.
nodes, node_weights = np.polynomial.legendre.leggauss(600)
t_max = np.sqrt(320.0)
t = 0.5 * t_max * (nodes + 1)
X = t**2
WX = 0.5 * t_max * node_weights * 2 * t


def radial_levels(m, potential, mass=1.0, scale=1.0, size=40):
    """Variational levels from the energy integral, in a fixed-scale basis.

    Returns energies, normalized radial functions on r = X/scale, and for
    m = 0 their values at the origin.
    """
    order = 2 * m + 1
    k = np.arange(size)[:, None]
    norm = np.sqrt(gamma(k + order + 1.0) / gamma(k + 1.0)) / scale
    lag = eval_genlaguerre(k, float(order), X[None, :])
    dlag = -(k > 0) * eval_genlaguerre(
        np.maximum(k - 1, 0), float(order + 1), X[None, :])
    envelope = X**m * np.exp(-X / 2)
    phi = envelope * lag / norm
    dphi = scale * envelope * ((m / X - 0.5) * lag + dlag) / norm
    r = X / scale
    measure = WX * X / scale**2
    overlap = (phi * measure) @ phi.T
    kinetic = ((dphi * measure) @ dphi.T
               + (phi * (measure * m**2 / r**2)) @ phi.T) / (2 * mass)
    attraction = (phi * (measure * potential(r))) @ phi.T
    energies, vectors = eigh(kinetic + attraction, overlap)
    origin = None
    if m == 0:
        origin = ((k[:, 0] + 1) / norm[:, 0]) @ vectors
    return energies, vectors.T @ phi, origin


def coulomb(r):
    return -1.0 / r


# Energies, degeneracies, contact densities and mean radius by diagonalization.
spectra = {m: radial_levels(m, coulomb) for m in range(5)}
max_energy_error = 0.0
for n in range(1, 5):
    for m in range(n):
        error = abs(spectra[m][0][n - m - 1] - energy_formula(n))
        max_energy_error = max(max_energy_error, error)
assert max_energy_error < 1e-7

all_levels = np.sort(np.concatenate([spectra[abs(m)][0] for m in range(-4, 5)]))
groups = np.split(all_levels, np.where(np.diff(all_levels) > 1e-5)[0] + 1)
degeneracies = [len(group) for group in groups[:4]]
assert degeneracies == [2 * n - 1 for n in range(1, 5)]

contact = spectra[0][2][:4] ** 2 / (2 * np.pi)
for n in range(1, 5):
    assert abs(contact[n - 1] * np.pi * (n - 0.5) ** 3 - 1) < 1e-4
ground = spectra[0][1][0]
mean_radius = np.sum(WX * X**2 * ground**2)
assert abs(mean_radius - 0.5) < 1e-6

# Explicit wavefunctions inserted into the Cartesian Schroedinger equation.
x, y = sp.symbols("x y", real=True)
radius = sp.sqrt(x**2 + y**2)
point = {x: sp.Rational(7, 10), y: sp.Rational(2, 5)}
for n in range(1, 4):
    for m in range(n):
        rho = 4 * radius / (2 * n - 1)
        angular = sp.re(sp.expand((x + sp.I * y) ** m))
        psi = angular * sp.exp(-rho / 2) * sp.assoc_laguerre(
            n - m - 1, 2 * m, rho)
        h_psi = -(sp.diff(psi, x, 2) + sp.diff(psi, y, 2)) / 2 - psi / radius
        local_energy = float((h_psi.subs(point) / psi.subs(point)).evalf(25))
        assert abs(local_energy - energy_formula(n)) < 1e-10


def integrate_outward(energy, m, radii):
    """Regular solution R and its accumulated norm, from the radial equation."""
    start = 1e-5
    r_start = start**m * (1 - 2 * start / (2 * m + 1))
    slope = (m * start ** (m - 1) if m else 0.0)
    slope -= 2 * (m + 1) * start**m / (2 * m + 1)

    def rhs(r, s):
        return [s[1], -s[1] / r + (m**2 / r**2 - 2 * energy - 2 / r) * s[0],
                s[0] ** 2 * r]

    answer = solve_ivp(rhs, (start, radii[-1]), [r_start, slope, 0.0],
                       method="DOP853", t_eval=radii, rtol=1e-10, atol=1e-14)
    assert answer.success
    return answer.y[0], answer.y[2]


def series_solution(energy, m, r):
    kappa = np.sqrt(-2 * energy)
    term, total = 1.0, 1.0
    for k in range(400):
        term *= ((k + m + 0.5 - 1 / kappa) / ((k + 1) * (k + 2 * m + 1))
                 * 2 * kappa * r)
        total += term
    return r**m * np.exp(-kappa * r) * total


# Away from an eigenvalue the series does not end and the solution grows.
trial_energy = -0.3
growth = []
for m in (0, 1):
    direct, _ = integrate_outward(trial_energy, m, [10.0, 20.0])
    for r, value in zip((10.0, 20.0), direct):
        assert abs(series_solution(trial_energy, m, r) / value - 1) < 1e-5
    growth.append(abs(direct[1] / direct[0]))
assert min(growth) > 100

# At zero and positive energy the norm grows without limit.
_, norm_zero = integrate_outward(0.0, 0, [800.0, 1600.0])
_, norm_positive = integrate_outward(0.5, 0, [800.0, 1600.0])
zero_ratio = norm_zero[1] / norm_zero[0]
positive_ratio = norm_positive[1] / norm_positive[0]
assert abs(zero_ratio / 2**1.5 - 1) < 0.05  # finite-radius oscillations
assert abs(positive_ratio / 2 - 1) < 0.05

# At lam = 1, not an eigenvalue, a decaying m = 0 solution has a log at r = 0.
a_log = mp.mpf(-1) / 2


def log_solution(rho):
    return mp.exp(-rho / 2) * mp.hyperu(a_log, 1, rho)


def log_slope(rho):
    return mp.exp(-rho / 2) * (-mp.hyperu(a_log, 1, rho) / 2
                               - a_log * mp.hyperu(a_log + 1, 2, rho))


rho_test = mp.mpf(2)
residual = (mp.diff(log_slope, rho_test) + log_slope(rho_test) / rho_test
            + (1 / rho_test - mp.mpf(1) / 4) * log_solution(rho_test))
assert abs(residual) < 1e-7
log_norm = mp.quad(lambda q: log_solution(q) ** 2 * q, [1e-8, 1, 10, 60])
inner_norm = mp.quad(lambda q: log_solution(q) ** 2 * q, [1e-5, 1e-4])
assert 0 < log_norm < 100 and inner_norm < 1e-6
kinetic_decades = []
for exponent in (-6, -8):
    low, high = exponent * mp.log(10), (exponent + 1) * mp.log(10)
    kinetic_decades.append(mp.quad(
        lambda u: (mp.exp(u) * log_slope(mp.exp(u))) ** 2 / 2, [low, high]))
expected_decade = mp.log(10) / (2 * mp.gamma(a_log) ** 2)
for value in kinetic_decades:
    assert abs(value / expected_decade - 1) < 1e-2

# The same exponential in two and three dimensions.
alpha = 1.3
inverse_radius, kinetic_mean = {}, {}
for dim in (2, 3):
    def moment(power, dim=dim):
        return quad(lambda r: r ** (dim - 1 + power) * np.exp(-2 * alpha * r),
                    0, np.inf)[0]
    inverse_radius[dim] = moment(-1) / moment(0)
    kinetic_mean[dim] = 0.5 * quad(
        lambda r: r ** (dim - 1) * (alpha * np.exp(-alpha * r)) ** 2,
        0, np.inf)[0] / moment(0)
    assert abs(kinetic_mean[dim] - alpha**2 / 2) < 1e-8
assert abs(inverse_radius[2] - 2 * alpha) < 1e-7
assert abs(inverse_radius[3] - alpha) < 1e-7

# Worked exciton, diagonalized directly with its mass and dielectric constant.
electron_mass, hole_mass = 0.2, 0.2
mu = electron_mass * hole_mass / (electron_mass + hole_mass)
eps = 5.0
transport_gap = 2.0
energy_unit = HARTREE_EV * mu / eps**2
length_unit = BOHR_ANGSTROM * eps / mu
direct_exciton = radial_levels(
    0, lambda r: -1 / (eps * r), mass=mu, scale=mu / eps)[0] * HARTREE_EV
exciton = np.array([energy_unit * energy_formula(n) for n in range(1, 5)])
assert np.max(np.abs(direct_exciton[:4] - exciton)) < 1e-7

# Polarizable sheet: Fourier transform -2 pi/(eps q (1 + q rho0)).
rho0_angstrom = 10.0
rho0 = rho0_angstrom / BOHR_ANGSTROM


def sheet_potential(r):
    z = r / rho0
    return -np.pi / (2 * eps * rho0) * (struve(0, z) - y0(z))


for z in (0.5, 2.0):
    fourier = mp.quadosc(lambda q: mp.besselj(0, q * z) / (1 + q),
                         [0, mp.inf], omega=z)
    closed = -sheet_potential(z * rho0) * eps * rho0
    assert abs(float(fourier) / closed - 1) < 1e-4
sheet = radial_levels(0, sheet_potential, mass=mu, scale=mu / eps,
                      size=50)[0] * HARTREE_EV
sheet_small = radial_levels(0, sheet_potential, mass=mu, scale=mu / eps,
                            size=40)[0] * HARTREE_EV
assert np.max(np.abs(sheet[:2] / sheet_small[:2] - 1)) < 1e-4
coulomb_ratio = direct_exciton[0] / direct_exciton[1]
sheet_ratio = sheet[0] / sheet[1]
assert abs(coulomb_ratio - 9) < 1e-5
assert exciton[0] < sheet[0] < 0 and exciton[1] < sheet[1] < 0
assert sheet_ratio < coulomb_ratio

print("Pure problem, atomic units")
for n in range(1, 5):
    print(f"n={n}: E formula {energy_formula(n):.8f},"
          f" diagonalized {spectra[0][0][n-1]:.8f} hartree")
print(f"largest energy error, all m, n<=4: {max_energy_error:.1e} hartree")
print("orbital degeneracies n=1..4:", degeneracies)
print(f"ground-state mean radius: {mean_radius:.6f} bohr")
for n in range(1, 5):
    print(f"n={n}: contact density / n=1 value: {contact[n-1]/contact[0]:.6f}")
print(f"off-level trial energy: {trial_energy:.2f} hartree")
for m in (0, 1):
    print(f"m={m}: growth |R(20 bohr)/R(10 bohr)|: {growth[m]:.1f}")
print(f"norm ratio, radius 800 to 1600 bohr, E=0: {zero_ratio:.3f}")
print(f"norm ratio, same radii, E=0.5 hartree: {positive_ratio:.3f}")
print(f"log solution at lam=1: norm integral {float(log_norm):.4f} (scaled)")
for exponent, value in zip((-6, -8), kinetic_decades):
    print(f"its kinetic integral, rho 1e{exponent} to 1e{exponent+1}:"
          f" {float(value):.5f} (scaled)")
print(f"trial exponent alpha: {alpha:.2f} per bohr")
for dim in (2, 3):
    print(f"{dim}D: kinetic {kinetic_mean[dim]:.4f} hartree,"
          f" <1/r> {inverse_radius[dim]:.4f} per bohr")
print("Model exciton")
print(f"electron, hole, reduced mass: {electron_mass:.2f}, {hole_mass:.2f},"
      f" {mu:.2f} electron masses")
print(f"dielectric constant: {eps:.1f}")
print(f"transport gap: {transport_gap:.3f} eV")
print(f"effective energy unit: {energy_unit:.5f} eV")
print(f"effective length unit: {length_unit:.3f} angstrom")
for n in range(1, 5):
    print(f"n={n}: E {exciton[n-1]:.5f} eV, direct {direct_exciton[n-1]:.5f} eV,"
          f" line {transport_gap+exciton[n-1]:.5f} eV")
print(f"ground-state mean radius: {mean_radius*length_unit:.3f} angstrom")
print(f"Coulomb ratio E1/E2: {coulomb_ratio:.4f}")
print(f"sheet screening length: {rho0_angstrom:.1f} angstrom")
for n in (1, 2):
    print(f"sheet s level {n}: E {sheet[n-1]:.4f} eV,"
          f" line {transport_gap+sheet[n-1]:.4f} eV")
print(f"sheet ratio E1/E2: {sheet_ratio:.3f}")
print("success")
```

Output of this version:

```
Traceback (most recent call last):
  File "check.py", line 67, in <module>
    spectra = {m: radial_levels(m, coulomb) for m in range(5)}
              ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 67, in <dictcomp>
    spectra = {m: radial_levels(m, coulomb) for m in range(5)}
                  ^^^^^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 44, in radial_levels
    dlag = -(k > 0) * eval_genlaguerre(
           ^^^^^^^^
TypeError: The numpy boolean negative, the `-` operator, is not supported, use the `~` operator or the logical_not function instead.
```

Likely cause: The fault was in the program, not in the physics: the derivative of the Laguerre polynomials was written with a minus sign in front of a Boolean array, which numpy does not allow. The Boolean mask is now turned into numbers by multiplying it by −1.0, which gives the intended derivative and leaves it zero for the constant polynomial. No tested quantity, tolerance or case has changed.

Repair:

```diff
@@ -42,5 +42,5 @@
     norm = np.sqrt(gamma(k + order + 1.0) / gamma(k + 1.0)) / scale
     lag = eval_genlaguerre(k, float(order), X[None, :])
-    dlag = -(k > 0) * eval_genlaguerre(
+    dlag = -1.0 * (k > 0) * eval_genlaguerre(
         np.maximum(k - 1, 0), float(order + 1), X[None, :])
     envelope = X**m * np.exp(-X / 2)
```

After the repair:

```
Pure problem, atomic units
n=1: E formula -2.00000000, diagonalized -2.00000000 hartree
n=2: E formula -0.22222222, diagonalized -0.22222222 hartree
n=3: E formula -0.08000000, diagonalized -0.08000000 hartree
n=4: E formula -0.04081633, diagonalized -0.04081633 hartree
largest energy error, all m, n<=4: 9.9e-14 hartree
orbital degeneracies n=1..4: [1, 3, 5, 7]
ground-state mean radius: 0.500000 bohr
n=1: contact density / n=1 value: 1.000000
n=2: contact density / n=1 value: 0.037037
n=3: contact density / n=1 value: 0.008000
n=4: contact density / n=1 value: 0.002915
off-level trial energy: -0.30 hartree
m=0: growth |R(20 bohr)/R(10 bohr)|: 580.4
m=1: growth |R(20 bohr)/R(10 bohr)|: 607.0
norm ratio, radius 800 to 1600 bohr, E=0: 2.741
norm ratio, same radii, E=0.5 hartree: 2.007
log solution at lam=1: norm integral 1.5812 (scaled)
its kinetic integral, rho 1e-6 to 1e-5: 0.09163 (scaled)
its kinetic integral, rho 1e-8 to 1e-7: 0.09162 (scaled)
trial exponent alpha: 1.30 per bohr
2D: kinetic 0.8450 hartree, <1/r> 2.6000 per bohr
3D: kinetic 0.8450 hartree, <1/r> 1.3000 per bohr
Model exciton
electron, hole, reduced mass: 0.20, 0.20, 0.10 electron masses
dielectric constant: 5.0
transport gap: 2.000 eV
effective energy unit: 0.10885 eV
effective length unit: 26.459 angstrom
n=1: E -0.21769 eV, direct -0.21769 eV, line 1.78231 eV
n=2: E -0.02419 eV, direct -0.02419 eV, line 1.97581 eV
n=3: E -0.00871 eV, direct -0.00871 eV, line 1.99129 eV
n=4: E -0.00444 eV, direct -0.00444 eV, line 1.99556 eV
ground-state mean radius: 13.229 angstrom
Coulomb ratio E1/E2: 9.0000
sheet screening length: 10.0 angstrom
sheet s level 1: E -0.0942 eV, line 1.9058 eV
sheet s level 2: E -0.0178 eV, line 1.9822 eV
sheet ratio E1/E2: 5.291
success
```
